# Triple point and fusion enthalpy from two vapour-pressure lines: verification in Python

```python
"""
Result under test: for vapour-pressure lines ln(p/Pa) = a - b/T of a solid (s)
and its liquid (l), the triple point is T = (b_s-b_l)/(a_s-a_l), and the fusion
enthalpy per molecule is k_B*(b_s-b_l), for an ideal vapour, negligible condensed
volumes and constant enthalpies.
Symbols: a = intercept, b = slope in K, p = pressure in Pa, T = temperature in K,
v = volume per molecule in cubic angstrom, B = second virial coefficient per
molecule in cubic angstrom. Enthalpies divided by k_B are in K.
A separate three-phase model with known caloric data tests the rules.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

kB = const.k
kB_eV = const.k / const.e
TORR = const.torr
ATM = const.atm
A3 = const.angstrom**3


def work(p, volume):
    """Pressure times molecular volume, divided by k_B, in K."""
    return p * volume * A3 / kB


# ---------------- the exercise ----------------
a_s, b_s = 30.0, 10000.0
a_l, b_l = 25.0, 8000.0


def line_s(T):
    return a_s - b_s / T


def line_l(T):
    return a_l - b_l / T


T_t = (b_s - b_l) / (a_s - a_l)
p_t = np.exp(line_s(T_t))
h_K = b_s - b_l
T_cross = brentq(lambda T: line_s(T) - line_l(T), 200.0, 900.0, xtol=1e-11)
assert abs(T_cross - T_t) < 1e-8
assert abs(np.exp(line_l(T_cross)) / p_t - 1) < 1e-9

# Gibbs-Helmholtz: enthalpy from the slope of (mu_l - mu_s)/T against 1/T
du = 1e-6
u_t = 1 / T_t
h_gibbs = ((line_l(1 / (u_t + du)) - line_s(1 / (u_t + du)))
           - (line_l(1 / (u_t - du)) - line_s(1 / (u_t - du)))) / (2 * du)
assert abs(h_gibbs / h_K - 1) < 1e-7

# ---------------- independent three-phase model ----------------
# Each phase: enthalpy/k_B and entropy/k_B at T0, heat capacity/k_B, volume.
# For the gas the last entry is the second virial coefficient.
T0 = 400.0
v_s, v_l, B_vir = 400.0, 440.0, -1.0e4
model = {"s": (0.0, 0.0, 40.0, v_s),
         "l": (1700.0, 4.1, 47.0, v_l),
         "g": (9500.0, 29.0, 35.0, B_vir)}


def enthalpy(phase, T, p):
    h0, s0, c, v = model[phase]
    return h0 + c * (T - T0) + work(p, v)


def entropy(phase, T):
    """Entropy/k_B of a condensed phase."""
    h0, s0, c, v = model[phase]
    return s0 + c * np.log(T / T0)


def mu(phase, T, p):
    """Chemical potential divided by k_B, in K."""
    value = enthalpy(phase, T, p) - T * entropy(phase, T)
    return value + (T * np.log(p) if phase == "g" else 0.0)


def log_vapour(phase, T):
    """ln(p/Pa) at which the phase and the gas have equal potentials."""
    return brentq(lambda x: mu("g", T, np.exp(x)) - mu(phase, T, np.exp(x)),
                  -5.0, 10.0, xtol=1e-13)


def slope(phase, T):
    """Minus the derivative of ln p with respect to 1/T, in K."""
    u = 1 / T
    return -(log_vapour(phase, 1 / (u + du))
             - log_vapour(phase, 1 / (u - du))) / (2 * du)


Tm = brentq(lambda T: log_vapour("s", T) - log_vapour("l", T), 350, 450,
            xtol=1e-10)
pm = np.exp(log_vapour("s", Tm))
h_cal = enthalpy("l", Tm, pm) - enthalpy("s", Tm, pm)
D_s, D_l = slope("s", Tm), slope("l", Tm)
h_simple = D_s - D_l


def corrected_fusion(slope_s, slope_l, T, p):
    """Fusion enthalpy/k_B with vapour non-ideality and condensed volumes."""
    return (slope_s * (1 + work(p, B_vir - v_s) / T)
            - slope_l * (1 + work(p, B_vir - v_l) / T))


h_full = corrected_fusion(D_s, D_l, Tm, pm)
# the simple rule drops terms of relative size p*B/(k_B*T), below 0.2 percent
assert abs(h_simple / h_cal - 1) < 2e-3
assert abs(h_full / h_cal - 1) < 1e-5
assert abs(h_full - h_cal) < 0.1 * abs(h_simple - h_cal)

# the difference of tangent intercepts is the fusion entropy over k_B
intercept_gap = ((log_vapour("s", Tm) + D_s / Tm)
                 - (log_vapour("l", Tm) + D_l / Tm))
s_cal = entropy("l", Tm) - entropy("s", Tm)
assert abs(intercept_gap / s_cal - 1) < 2e-3

# the phase with the lower vapour pressure has the lower chemical potential
for T in (380.0, 430.0):
    gap = T * (log_vapour("l", T) - log_vapour("s", T))
    p_here = np.exp(log_vapour("s", T))
    gap_mu = mu("l", T, p_here) - mu("s", T, p_here)
    assert abs(gap / gap_mu - 1) < 5e-3
    assert (gap_mu > 0) == (T < Tm)

# slope of the melting line against direct solution at one atmosphere
T_melt = brentq(lambda T: mu("l", T, ATM) - mu("s", T, ATM), 350, 450,
                xtol=1e-10)
shift_rule = Tm * work(ATM - pm, v_l - v_s) / h_cal
assert abs((T_melt - Tm) / shift_rule - 1) < 0.01

# ---------------- neglected effects for the exercise ----------------
nonideal = work(p_t, B_vir) / T_t
volume_ratio = work(p_t, v_s) / T_t
h_real = corrected_fusion(b_s, b_l, T_t, p_t)
melt_shift = T_t * work(ATM - p_t, v_l - v_s) / h_K

# heat capacities: the given lines taken as tangents at mid-range temperatures
mid_s, mid_l = 370.0, 430.0
dc_s = model["g"][2] - model["s"][2]
dc_l = model["g"][2] - model["l"][2]


def curved(T, a, b, dc, mid):
    return a - b / T + dc * (np.log(T / mid) + mid / T - 1)


for a, b, dc, mid in ((a_s, b_s, dc_s, mid_s), (a_l, b_l, dc_l, mid_l)):
    area = quad(lambda T: (b + dc * (T - mid)) / T**2, mid, T_t)[0]
    assert abs(a - b / mid + area - curved(T_t, a, b, dc, mid)) < 1e-9

T_c = brentq(lambda T: curved(T, a_s, b_s, dc_s, mid_s)
             - curved(T, a_l, b_l, dc_l, mid_l), 360, 440, xtol=1e-10)
p_c = np.exp(curved(T_c, a_s, b_s, dc_s, mid_s))
sub_c = b_s + dc_s * (T_c - mid_s)
vap_c = b_l + dc_l * (T_c - mid_l)
h_c = sub_c - vap_c

# the solid's pressure read too high by a fixed fraction
error = 0.05
delta = np.log(1 + error)
T_e = brentq(lambda T: line_s(T) + delta - line_l(T), 300, 500, xtol=1e-10)
p_e = np.exp(line_l(T_e))
shift_linear = -T_t**2 * delta / h_K
# the linear rule omits a second-order term of relative size delta/(a_s-a_l)
assert abs((T_e - T_t) / shift_linear - 1) < 0.02

# source temperature of a deposition line
T_use = 380.0
p_use_s, p_use_l = np.exp(line_s(T_use)), np.exp(line_l(T_use))
assert T_use < T_t and p_use_s < p_use_l

# ---------------- printed numbers ----------------
to_kJ = const.R / 1000
print(f"solid line: intercept {a_s:.0f}, slope {b_s:.0f} K")
print(f"liquid line: intercept {a_l:.0f}, slope {b_l:.0f} K")
print(f"Boltzmann constant: {kB_eV:.6e} eV/K")
print(f"triple-point temperature: {T_t:.2f} K")
print(f"ln(p/Pa) at triple point, solid line: {line_s(T_t):.4f}")
print(f"ln(p/Pa) at triple point, liquid line: {line_l(T_t):.4f}")
print(f"triple-point pressure: {p_t/TORR:.4f} Torr = {p_t:.2f} Pa")
print(f"sublimation enthalpy: {b_s*kB_eV:.4f} eV per molecule")
print(f"vaporization enthalpy: {b_l*kB_eV:.4f} eV per molecule")
print(f"fusion enthalpy: {h_K*kB_eV:.4f} eV = {h_K*to_kJ:.2f} kJ/mol")
print(f"fusion entropy over k_B: {h_K/T_t:.3f}")
print(f"source temperature: {T_use:.0f} K")
print(f"solid pressure in source: {p_use_s/TORR:.4f} Torr")
print(f"liquid-line pressure there: {p_use_l/TORR:.4f} Torr")
print(f"liquid/solid pressure ratio there: {p_use_l/p_use_s:.3f}")
print("-- independent three-phase model --")
print(f"model triple point: {Tm:.3f} K, {pm/TORR:.3f} Torr")
print(f"model caloric fusion enthalpy: {h_cal*kB_eV:.6f} eV")
print(f"from slopes, simple rule: {h_simple*kB_eV:.6f} eV")
print(f"from slopes, corrected rule: {h_full*kB_eV:.6f} eV")
print(f"model fusion entropy over k_B: {s_cal:.4f}")
print(f"from tangent intercepts: {intercept_gap:.4f}")
print("-- neglected effects, rough parameters --")
print(f"solid volume: {v_s:.0f} cubic angstrom per molecule")
print(f"liquid volume: {v_l:.0f} cubic angstrom per molecule")
print(f"second virial coefficient: {B_vir:.0f} cubic angstrom")
print(f"vapour non-ideality pB/(k_B T): {nonideal:.2e}")
print(f"solid/vapour volume ratio: {volume_ratio:.2e}")
print(f"fusion enthalpy change from both: {100*(h_real/h_K-1):.4f} percent")
print(f"melting-point shift to one atmosphere: {melt_shift:.4f} K")
print(f"heat-capacity change over k_B, sublimation: {dc_s:.0f}")
print(f"heat-capacity change over k_B, vaporization: {dc_l:.0f}")
print(f"mid-range temperatures: solid {mid_s:.0f} K, liquid {mid_l:.0f} K")
print(f"curved triple point: {T_c:.2f} K, {p_c/TORR:.4f} Torr")
print(f"curved sublimation enthalpy: {sub_c*kB_eV:.4f} eV")
print(f"curved vaporization enthalpy: {vap_c*kB_eV:.4f} eV")
print(f"curved fusion enthalpy: {h_c*kB_eV:.4f} eV")
print(f"its change from straight lines: {100*(h_c/h_K-1):.1f} percent")
print(f"assumed error in solid pressure: {100*error:.0f} percent too high")
print(f"triple point with that error: {T_e:.2f} K, {p_e/TORR:.4f} Torr")
print(f"temperature shift: {T_e-T_t:.2f} K, linear rule {shift_linear:.2f} K")
print("done: every assertion held")
```

It prints:

```
solid line: intercept 30, slope 10000 K
liquid line: intercept 25, slope 8000 K
Boltzmann constant: 8.617333e-05 eV/K
triple-point temperature: 400.00 K
ln(p/Pa) at triple point, solid line: 5.0000
ln(p/Pa) at triple point, liquid line: 5.0000
triple-point pressure: 1.1132 Torr = 148.41 Pa
sublimation enthalpy: 0.8617 eV per molecule
vaporization enthalpy: 0.6894 eV per molecule
fusion enthalpy: 0.1723 eV = 16.63 kJ/mol
fusion entropy over k_B: 5.000
source temperature: 380 K
solid pressure in source: 0.2986 Torr
liquid-line pressure there: 0.3885 Torr
liquid/solid pressure ratio there: 1.301
-- independent three-phase model --
model triple point: 414.209 K, 3.221 Torr
model caloric fusion enthalpy: 0.155066 eV
from slopes, simple rule: 0.155185 eV
from slopes, corrected rule: 0.155066 eV
model fusion entropy over k_B: 4.3443
from tangent intercepts: 4.3477
-- neglected effects, rough parameters --
solid volume: 400 cubic angstrom per molecule
liquid volume: 440 cubic angstrom per molecule
second virial coefficient: -10000 cubic angstrom
vapour non-ideality pB/(k_B T): -2.69e-04
solid/vapour volume ratio: 1.07e-05
fusion enthalpy change from both: -0.0275 percent
melting-point shift to one atmosphere: 0.0586 K
heat-capacity change over k_B, sublimation: -5
heat-capacity change over k_B, vaporization: -12
mid-range temperatures: solid 370 K, liquid 430 K
curved triple point: 398.14 K, 0.9775 Torr
curved sublimation enthalpy: 0.8496 eV
curved vaporization enthalpy: 0.7223 eV
curved fusion enthalpy: 0.1273 eV
its change from straight lines: -26.2 percent
assumed error in solid pressure: 5 percent too high
triple point with that error: 396.13 K, 0.9158 Torr
temperature shift: -3.87 K, linear rule -3.90 K
done: every assertion held
```
